# Orientation factor and distance error in Foerster energy transfer

## Problem

An excited donor molecule transfers its energy to an acceptor at distance \(R\). Let \(\mathbf d\) and \(\mathbf a\) be unit vectors along the transition dipoles of donor and acceptor, and \(\mathbf r\) the unit vector from donor to acceptor. The orientation factor is the square of

\[
\kappa=\mathbf d\cdot\mathbf a-3(\mathbf d\cdot\mathbf r)(\mathbf a\cdot\mathbf r).
\]

A distance is to be found from a measured transfer efficiency, but the orientations are unknown. The Foerster radius \(R_0\), the distance at which the efficiency is one half, has therefore been computed with \(\kappa^2\) replaced by its isotropic mean \(m\).

(a) Which values can \(\kappa^2\) take?

(b) If \(\mathbf d\) and \(\mathbf a\) are independent and isotropically distributed, what is \(m\), and how widely does \(\kappa^2\) scatter about it?

(c) What is the probability density of \(\kappa^2\)?

(d) What bounds follow for the true distance, relative to the distance inferred with \(m\)? Give numbers for \(R_0=5\) nm and an efficiency of 0.80.

(e) How do the bounds change if the molecules reorient quickly?

## From dipoles to distance

In atomic units the donor dipole \(\mu_D\mathbf d\) produces the potential \(\phi(\mathbf R)=\mu_D\,\mathbf d\cdot\mathbf R/R^3\) at \(\mathbf R=R\,\mathbf r\). The energy of the acceptor dipole in this potential is \(V=\mu_A\,\mathbf a\cdot\nabla\phi\). Since \(\nabla(\mathbf d\cdot\mathbf R)=\mathbf d\) and \(\nabla R^{-3}=-3\mathbf R/R^5\),

\[
V=\mu_D\mu_A\left[\frac{\mathbf d\cdot\mathbf a}{R^3}-\frac{3(\mathbf d\cdot\mathbf R)(\mathbf a\cdot\mathbf R)}{R^5}\right]=\frac{\kappa\,\mu_D\mu_A}{R^3}.
\]

This holds for point dipoles, that is, for molecules small compared with \(R\). For weak coupling the golden rule gives a transfer rate \(\Gamma_T\) proportional to \(V^2\). The donor also decays without the acceptor, at a rate \(\Gamma_D\) taken to be independent of \(R\) and of the orientations. Hence

\[
\frac{\Gamma_T}{\Gamma_D}=\frac{C\kappa^2}{R^6},\qquad
E=\frac{\Gamma_T}{\Gamma_T+\Gamma_D}=\frac{1}{1+R^6/(C\kappa^2)},
\]

where \(C\) collects the dipole strengths, the spectral overlap, \(\Gamma_D\) and the screening of \(V\) by the medium (a factor \(n^{-4}\) for refractive index \(n\)), all assumed known. Setting \(E=1/2\) with \(\kappa^2=m\) gives \(R_0^6=Cm\).

The apparent distance \(R_{\rm app}\) is the one that reproduces the measured \(E\) with \(\kappa^2=m\). Equal efficiencies require equal values of \(R^6/(C\kappa^2)\), so \(R^6/\kappa^2=R_{\rm app}^6/m\), or

\[
f\equiv\frac{R}{R_{\rm app}}=\left(\frac{\kappa^2}{m}\right)^{1/6}.
\]

All errors below are \(f-1\), the deviation of the true distance relative to the apparent one, unless stated otherwise.

## First estimate by scaling

The factor \(\kappa\) is built from products of direction cosines with coefficients of order one. Both \(m\) and the scatter of \(\kappa^2\) about it should therefore be of order one. Taking the logarithm of \(f\) and differentiating gives, for small changes,

\[
\frac{\delta R}{R}=\frac16\,\frac{\delta(\kappa^2)}{\kappa^2}.
\]

If \(\kappa^2\) is uncertain by about its own size, the distance is uncertain by about \(1/6\), or 17 %.

This linear estimate cannot hold near \(\kappa=0\). The two terms of \(\kappa\) can cancel, and nothing keeps \(\kappa\) away from zero, so its density there should be finite and of order one. The probability of \(|\kappa|<c\) is then of order \(c\) for small \(c\). Because \(|\kappa|=\sqrt m\,f^3\), the probability that the distance ratio is below \(f\) should be of order \(f^3\). Setting \(f^3=0.05\) suggests that one pair in twenty has a ratio below about 0.37.

## Exact solution

### (a) Range

Collect the terms that multiply \(\mathbf a\):

\[
\kappa=\mathbf a\cdot\mathbf v,\qquad \mathbf v=\mathbf d-3(\mathbf d\cdot\mathbf r)\,\mathbf r .
\]

With \(x=\mathbf d\cdot\mathbf r\), the length \(s\) of \(\mathbf v\) follows from

\[
s^2=\mathbf d\cdot\mathbf d-6x(\mathbf d\cdot\mathbf r)+9x^2\,\mathbf r\cdot\mathbf r=1-6x^2+9x^2=1+3x^2 .
\]

Since \(0\le x^2\le1\), \(s\) lies between 1 and 2. The projection of \(\mathbf v\) on a unit vector cannot exceed its length, so \(|\kappa|\le s\le2\) and

\[
0\le\kappa^2\le4 .
\]

Every value in this interval occurs. Put \(\mathbf d=\mathbf r\) and let \(\mathbf a\) make an angle \(\theta\) with \(\mathbf r\). Then \(\kappa=\cos\theta-3\cos\theta=-2\cos\theta\), and \(\kappa^2=4\cos^2\theta\) runs from 4 for dipoles in line to 0 for perpendicular ones. Parallel dipoles side by side, both perpendicular to \(\mathbf r\), have \(\kappa^2=1\).

### (b) Mean and scatter

Let \(u\) be the cosine of the angle \(\theta'\) between \(\mathbf a\) and \(\mathbf v\), so that \(\kappa=su\). On the unit sphere the strip between \(\theta'\) and \(\theta'+d\theta'\) has area \(2\pi\sin\theta'\,d\theta'=2\pi|du|\). Divided by the full area \(4\pi\), this gives the constant density \(1/2\) for \(u\) on \([-1,1]\). The result is the same for every \(\mathbf d\), because \(\mathbf a\) is isotropic and independent of \(\mathbf d\). Thus \(u\) is independent of \(s\), and

\[
\langle u^2\rangle=\frac12\int_{-1}^{1}u^2du=\frac13,\qquad
\langle u^4\rangle=\frac12\int_{-1}^{1}u^4du=\frac15 .
\]

By the same argument \(x\) is uniform on \([-1,1]\), with \(\langle x^2\rangle=1/3\) and \(\langle x^4\rangle=1/5\). Therefore

\[
m=\langle\kappa^2\rangle=\langle s^2\rangle\langle u^2\rangle=\left(1+3\cdot\frac13\right)\frac13=\frac23 .
\]

For the scatter,

\[
\langle\kappa^4\rangle=\langle(1+3x^2)^2\rangle\langle u^4\rangle
=\left(1+6\cdot\frac13+9\cdot\frac15\right)\frac15=\frac{24}{25},
\]

\[
\langle\kappa^4\rangle-\langle\kappa^2\rangle^2=\frac{24}{25}-\frac49=\frac{216-100}{225}=\frac{116}{225}.
\]

The standard deviation is 0.718, slightly larger than the mean.

### (c) Probability density

At fixed \(\mathbf d\), \(\kappa=su\) is uniform on \([-s,s]\) with density \(1/(2s)\). It remains to average over \(\mathbf d\). Since \(s\) depends on \(|x|\) alone, and \(|x|\) is uniform on \([0,1]\) with density 1, the density of \(\kappa\) is

\[
q(\kappa)=\int\frac{dx}{2\sqrt{1+3x^2}},
\]

taken over those \(x\) in \([0,1]\) for which \(s\ge|\kappa|\). An antiderivative of \(1/\sqrt{1+3x^2}\) is \(\operatorname{arsinh}(\sqrt3\,x)/\sqrt3\).

For \(|\kappa|\le1\) the condition \(s\ge|\kappa|\) always holds. With \(\operatorname{arsinh}z=\ln(z+\sqrt{z^2+1})\),

\[
q(\kappa)=\frac{\operatorname{arsinh}\sqrt3}{2\sqrt3}=\frac{L}{2\sqrt3},\qquad L=\ln(2+\sqrt3)=1.317 .
\]

For \(1\le|\kappa|\le2\) the condition \(1+3x^2\ge\kappa^2\) sets the lower limit \(x_0=\sqrt{(\kappa^2-1)/3}\). There

\[
\operatorname{arsinh}(\sqrt3\,x_0)=\ln\left(\sqrt{\kappa^2-1}+|\kappa|\right)=\operatorname{arcosh}|\kappa| ,
\]

so \(q(\kappa)=(L-\operatorname{arcosh}|\kappa|)/(2\sqrt3)\).

Now let \(k=\kappa^2\). Two values, \(\kappa=\pm\sqrt k\), lead to the same \(k\), and for each \(|d\kappa|=dk/(2\sqrt k)\). Because \(q\) is even, \(p(k)=2q(\sqrt k)/(2\sqrt k)=q(\sqrt k)/\sqrt k\), and

\[
p(k)=\begin{cases}
\dfrac{L}{2\sqrt{3k}}, & 0<k\le1,\\[3mm]
\dfrac{L-\operatorname{arcosh}\sqrt k}{2\sqrt{3k}}, & 1\le k\le4 .
\end{cases}
\]

The density diverges at \(k=0\), although that of \(\kappa\) is finite there: squaring crowds small values together. The divergence is integrable. At \(k=1\) the two branches meet, since \(\operatorname{arcosh}1=0\), with \(p(1)=0.380\). At \(k=4\) the density vanishes, since \(\operatorname{arcosh}2=L\).

The probability \(F\) that \(\kappa^2\le k\) is \(2\int_0^c q(t)\,dt\) with \(c=\sqrt k\). For \(c\le1\) this is \(F=cL/\sqrt3\). For \(c\ge1\), integration by parts gives

\[
\int_1^c\operatorname{arcosh}t\,dt=c\operatorname{arcosh}c-\int_1^c\frac{t\,dt}{\sqrt{t^2-1}}=c\operatorname{arcosh}c-\sqrt{c^2-1},
\]

and hence

\[
F=\frac{1}{\sqrt3}\left[cL-c\operatorname{arcosh}c+\sqrt{c^2-1}\right],\qquad 1\le c\le2 .
\]

At \(c=2\) the first two terms cancel and \(F=\sqrt3/\sqrt3=1\), as normalization requires. The numerical check compares this distribution with a million random orientations.

### (d) Error in distance for a fixed pair

With \(m=2/3\) the distance ratio is

\[
f=\left(\frac{3\kappa^2}{2}\right)^{1/6},\qquad 0\le f\le6^{1/6}=1.348 .
\]

The true distance is at most 35 % larger than the apparent one. There is no positive lower bound, because \(\kappa^2\) can be as small as one likes. Long before \(R\) reaches zero the point-dipole formula fails, so any lower limit must come from other knowledge, such as the size of the molecules.

For the example, \(E=1/(1+R_{\rm app}^6/R_0^6)\) gives

\[
R_{\rm app}=R_0\left(\frac1E-1\right)^{1/6}=5\ \text{nm}\times(0.25)^{1/6}=3.97\ \text{nm},
\]

and the upper bound is \(1.348\times3.97\ \text{nm}=5.35\) nm. This bound is that of point dipoles. If each dipole is a pair of opposite charges a length \(l\) apart, the in-line coupling is \(|V|=2\mu_D\mu_A/[R(R^2-l^2)]\), and for \(l=1\) nm the same efficiency is reached at 5.41 nm.

On the lower side a probability statement takes the place of a bound. The 5 % point lies on the first branch of \(F\): from \(0.05=0.7603\sqrt k\), where \(0.7603=L/\sqrt3\), one finds \(k=0.0043\). The 95 % point lies on the second branch and is found numerically.

| Fraction of pairs below | \(\kappa^2\) | \(f\) | \(R\) (nm) |
|---|---|---|---|
| 5 % | 0.0043 | 0.432 | 1.71 |
| 50 % | 0.432 | 0.930 | 3.69 |
| 95 % | 2.21 | 1.221 | 4.85 |

The central 90 % of random pairs thus have errors from −57 % to +22 %. An error of at most 10 % either way requires \(\kappa^2\) between 0.354 and 1.181, which has probability 0.36. The first row lies at the edge of the model: at 1.7 nm, where \(|\kappa|\approx0.07\), the finite-size correction for dipoles 1 nm long is typically larger than the dipole term of a single pair, although the 5 % point itself moves by less than 0.1 nm.

These are frequencies over random orientations. To read the last column as probabilities for \(R\) after one measurement, one must assume that the measured \(E\) does not change the distribution of \(\kappa^2\). This is so if \(\ln R\) was equally likely to have any value beforehand: at given \(E\), a change of \(\kappa^2\) merely shifts \(\ln R\), and a uniform distribution favours no shift. Other prior knowledge of \(R\) changes the probabilities. It can lower the upper bound, by excluding large distances, but cannot raise it.

### (e) Fast reorientation

Suppose that the acceptor rotates freely, sampling all directions with equal probability and many times before the donor loses its excitation, while \(\mathbf d\), \(\mathbf r\) and \(R\) stay fixed. The donor then experiences the averaged rate, and \(\kappa^2\) is replaced by its average over \(\mathbf a\):

\[
\langle\kappa^2\rangle_{\mathbf a}=s^2\langle u^2\rangle=\frac{1+3x^2}{3},\qquad
\frac13\le\langle\kappa^2\rangle_{\mathbf a}\le\frac43 .
\]

Inserting the limits in \(f\) gives a bound on both sides, strict in the limit of infinitely fast rotation,

\[
2^{-1/6}=0.891\le f\le2^{1/6}=1.122 ,
\]

or 3.54 nm to 4.45 nm in the example. Since \(\kappa\) is unchanged when \(\mathbf d\) and \(\mathbf a\) are exchanged, the same bound holds if the donor rotates and the acceptor is fixed. If both rotate freely and fast, the average is \(2/3\) and the orientation error vanishes in the same limit. A finite rotation time shifts \(f\) downward. For rotational diffusion with a correlation time of 0.3 ns, a donor lifetime of 4 ns and \(E\) near 0.80, the range for one rotating partner becomes 0.86 to 1.09, and with both rotating \(f\) is about 0.97.

Averaging over many pairs with frozen orientations is a different matter. At fixed \(R\) the efficiency is \(E=k/(k+b)\) with \(b=R^6/C\), and \(d^2E/dk^2=-2b/(k+b)^3<0\). For such a concave function the mean of \(E\) lies below \(E\) at the mean \(k\), so the apparent distance comes out too long. If all pairs are 5 nm apart and equally likely to be excited, the mean efficiency is 0.379 instead of 0.500. The apparent distance is then 5.43 nm, which is 9 % above the true one. The excess grows with the efficiency: a mean efficiency of 0.80 belongs to a true distance of about 3.0 nm, so that the apparent 3.97 nm is about 30 % too long.

## Comparison

The linear estimate of 17 % assumed a relative uncertainty of one in \(\kappa^2\). The exact relative standard deviation is \(0.718/0.667=1.08\), which would change the linear estimate to 18 %. On the upper side this is the right order of magnitude but somewhat too large: raising \(\kappa^2\) by one standard deviation, to 1.385, gives +13 %. The 95 % point lies at +22 % and the point-dipole bound at +35 %. The sixth root keeps the error modest there, because \(\kappa^2\) cannot exceed six times its mean.

On the lower side the linear estimate fails, and the cubic law takes over. For \(\kappa^2\le1\), inserting \(\sqrt k=\sqrt{2/3}\,f^3\) in \(F=L\sqrt k/\sqrt3\) gives

\[
F=\frac{L}{\sqrt3}\sqrt{\frac23}\,f^3=0.621\,f^3 .
\]

The scaling argument found the correct power and missed the prefactor 0.621. Its 5 % point of 0.37 therefore lies somewhat below the exact 0.43. Setting \(f=1\) shows that 62 % of random fixed pairs are closer together than their apparent distance, even though \(R_{\rm app}\) was computed with the correct mean of \(\kappa^2\): the mean is raised by a minority of pairs with large \(\kappa^2\).

## Computed values

```
largest Coulomb minus dipole formula (mu=R=1): 1.7e-06 a.u.
kappa^2 largest found by search: 4.000000 (dimensionless)
kappa^2 smallest found by search: 2.4e-17 (dimensionless)
mean of kappa^2, quadrature: 0.666667 (dimensionless)
mean of kappa^4, quadrature: 0.960000 (dimensionless)
variance of kappa^2: 0.515556 (dimensionless)
standard deviation of kappa^2: 0.7180 (dimensionless)
L = ln(2+sqrt3): 1.316958 (dimensionless)
norm of density: 1.00000000 (dimensionless)
mean from density: 0.66666667 (dimensionless)
density p at kappa^2 = 0.25: 0.7603 (dimensionless)
density p at kappa^2 = 1.00: 0.3802 (dimensionless)
density p at kappa^2 = 2.00: 0.0889 (dimensionless)
random orientations drawn: 1000000 (count)
largest bin deviation: 1.63 standard errors
probability kappa^2 < 2/3: 0.6208 (dimensionless)
probability kappa^2 < 1: 0.7603 (dimensionless)
Foerster radius for kappa^2 = 2/3: 5.00 nm
measured efficiency: 0.80 (dimensionless)
apparent distance: 3.969 nm
upper bound, kappa^2 = 4: 5.350 nm
upper bound / apparent: 1.3480 (dimensionless)
distance if kappa^2 = 1e-6: 0.425 nm
quantile 5 %: kappa^2 = 0.00432, ratio = 0.4319 (dimensionless)
quantile 5 %: distance = 1.714 nm
quantile 50 %: kappa^2 = 0.43243, ratio = 0.9304 (dimensionless)
quantile 50 %: distance = 3.692 nm
quantile 95 %: kappa^2 = 2.21359, ratio = 1.2214 (dimensionless)
quantile 95 %: distance = 4.847 nm
kappa^2 for ratio 0.9: 0.3543 (dimensionless)
kappa^2 for ratio 1.1: 1.1810 (dimensionless)
probability error within 10 %: 0.3599 (dimensionless)
one partner averaged, smallest mean kappa^2: 0.3333 (dimensionless)
one partner averaged, largest mean kappa^2: 1.3333 (dimensionless)
one partner averaged, ratio low: 0.8909 (dimensionless)
one partner averaged, ratio high: 1.1225 (dimensionless)
one partner averaged, distance low: 3.536 nm
one partner averaged, distance high: 4.454 nm
efficiency at 5 nm, both averaged fast: 0.5000 (dimensionless)
efficiency at 5 nm, static ensemble: 0.3790 (dimensionless)
apparent distance of static ensemble: 5.429 nm
```
